# Why Pulay forces vanish in a fixed plane-wave basis

Suppose a program computes the force on an atom, but this force is not the slope of the energy it computes. The reported force then need not vanish at the minimum of the energy, so a geometry optimization that follows it can miss that minimum, and a molecular-dynamics run in general does not conserve its own total energy. This can happen even when the electronic equations have been solved to full numerical precision. In a one-dimensional model described below, with four Gaussian basis functions that follow the atoms, the force obtained by differentiating only the ionic potential and the ion–ion repulsion is 4.20 eV/Å. The actual slope of the energy gives 9.36 eV/Å. The missing part, 5.16 eV/Å, is the Pulay force. It arises because the basis functions move when the atom moves.

With plane waves this part is zero, even if the basis is far too small to give a good energy. The reason has two halves: the converged energy is stationary in the expansion coefficients, and the plane waves contain no atomic positions.

Consider clamped nuclei and a mean-field energy of the Kohn–Sham type. The algebra uses atomic units and one space dimension; in three dimensions each product $GR$ becomes $\mathbf G\cdot\mathbf R$, and the argument applies to each force component. In a periodic cell of fixed length $L$, at a fixed wave number $k$, the occupied orbitals are

$$
\psi_n(x)=\frac{1}{\sqrt L}\sum_{G\in B}c_{nG}\,e^{i(k+G)x},\qquad G=\frac{2\pi m}{L}.
$$

Here $m$ is an integer and $B$ is any finite set of $G$ large enough to hold the occupied orbitals. It may contain all waves below a cutoff, or it may have gaps. What matters is that $B$ stays the same when atoms move. Since $\frac1L\int_0^L e^{i(G'-G)x}dx=\delta_{GG'}$, orthonormality of the orbitals reads

$$
c_m^\dagger c_n=\sum_{G\in B}c_{mG}^*c_{nG}=\delta_{mn},
$$

a condition without atomic positions. Each occupied orbital holds the same fixed number $f$ of electrons, with $f=2$ for spin pairs. The energy is

$$
E(C,R)=f\sum_n c_n^\dagger\,[T+V(R)]\,c_n+\Phi[n]+E_{\rm ion}(R),
\qquad n(x)=f\sum_n|\psi_n(x)|^2 .
$$

$C$ stands for all coefficients and $R$ for all atomic positions. $T$ is the kinetic matrix, with diagonal elements $(k+G)^2/2$. $V$ is the potential of the ions, local or of the norm-conserving nonlocal kind. $\Phi$ collects the electron–electron terms, which depend on the density. Positions enter explicitly through $V$ and $E_{\rm ion}$ and nowhere else.

First vary the coefficients at fixed $R$. With $v(x)=\delta\Phi/\delta n(x)$, the change of $\Phi$ is

$$
\delta\Phi=\int_0^L v\,\delta n\,dx
=f\sum_n\int_0^L v\,(\delta\psi_n^*\psi_n+\psi_n^*\delta\psi_n)\,dx
=f\sum_n 2\,{\rm Re}\,\delta c_n^\dagger\,v\,c_n .
$$

In the last expression $v$ is the matrix with elements $v_{GG'}=\frac1L\int_0^L v(x)e^{-i(G-G')x}dx$. A repulsion energy $\frac12\iint n(x)w(x-x')n(x')\,dx\,dx'$ with symmetric $w$ contributes $\int w(x-x')n(x')dx'$ to $v(x)$: varying either factor $n$ gives the same result, and the two cancel the factor $\frac12$. Since $T+V$ is Hermitian, its part of the energy varies in the same way, and

$$
\delta E\big|_R=f\sum_n2\,{\rm Re}\,\delta c_n^\dagger Hc_n,\qquad H=T+V(R)+v. \tag{1}
$$

At a converged solution $\delta E$ vanishes for every variation that keeps the orbitals orthonormal to first order. Let $d$ be a coefficient vector orthogonal to all occupied $c_m$. The variation $\delta c_n=\eta d$ with small $\eta$ is allowed, because it changes the overlaps only at order $\eta^2$. Real $\eta$ gives ${\rm Re}\,d^\dagger Hc_n=0$, and imaginary $\eta$ gives ${\rm Im}\,d^\dagger Hc_n=0$. Hence $Hc_n$ has no component outside the occupied space:

$$
Hc_n=\sum_m c_m h_{mn},\qquad h_{mn}=c_m^\dagger Hc_n .
$$

The matrix $h$ is Hermitian. A unitary rotation among equally occupied orbitals leaves the density and the energy unchanged, so we may choose the rotation that makes $h$ diagonal. Then

$$
Hc_n=\varepsilon_nc_n . \tag{2}
$$

This is an equation between vectors with components in $B$. It does not say that $\psi_n$ solves the Schrödinger-type equation at every point $x$.

Now move atom $a$ and let the coefficients reconverge. Assume that the occupied levels are separated from the empty ones by a gap and that the self-consistent solution varies smoothly with $R_a$. We can then follow a smooth orthonormal set $c_n(R)$ that satisfies (2) at the position of interest. The chain rule and (1) give

$$
\frac{dE}{dR_a}=\frac{\partial E}{\partial R_a}\bigg|_C
+f\sum_n2\,{\rm Re}\left(\frac{dc_n^\dagger}{dR_a}Hc_n\right).
$$

By (2), and because $\varepsilon_n$ is real, the second term equals

$$
f\sum_n\varepsilon_n\,2\,{\rm Re}\left(\frac{dc_n^\dagger}{dR_a}c_n\right)
=f\sum_n\varepsilon_n\frac{d}{dR_a}\left(c_n^\dagger c_n\right)=0,
$$

since $c_n^\dagger c_n=1$ at all positions. Therefore

$$
F_a=-\frac{dE}{dR_a}=-\frac{\partial E}{\partial R_a}\bigg|_C . \tag{3}
$$

The right-hand side is the Hellmann–Feynman force: differentiate what depends explicitly on the position and leave the coefficients alone. Nothing in the proof required $B$ to be large. The coefficients do change when the atom moves, but the energy does not respond to that change at first order.

The explicit derivative is simple in plane waves. Let atom $a$ contribute a potential that moves rigidly with it. In the matrix element between $e^{i(k+G)x}$ and $e^{i(k+G')x'}$, measure $x$ and $x'$ from the atom. The left function contributes the factor $e^{-i(k+G)R_a}$ and the right one $e^{i(k+G')R_a}$. The wave number $k$ cancels, so

$$
V^{(a)}_{GG'}(R_a)=u^{(a)}_{GG'}\,e^{-i(G-G')R_a},\qquad
\frac{\partial V^{(a)}_{GG'}}{\partial R_a}=-i(G-G')V^{(a)}_{GG'},
$$

where $u^{(a)}$ is the matrix for an atom at the origin. The minus sign of the force turns $-i$ into $+i$:

$$
F_a=-\frac{\partial E_{\rm ion}}{\partial R_a}
+i f\sum_n\sum_{G,G'\in B}c_{nG}^*\,(G-G')\,V^{(a)}_{GG'}\,c_{nG'} . \tag{4}
$$

The double sum with its factor $i$ is real: complex conjugation turns the term $(G,G')$ into the term $(G',G)$, because $V^{(a)}$ is Hermitian.

To see what plane waves avoid, repeat the argument for basis functions $\chi_\mu(x;R)$ that may depend on the positions. Write $\psi_n=\sum_\mu c_{n\mu}\chi_\mu$. Its derivative has two parts,

$$
\frac{d\psi_n}{dR_a}=\sum_\mu\frac{dc_{n\mu}}{dR_a}\chi_\mu+\psi_n^\partial,
\qquad \psi_n^\partial=\sum_\mu c_{n\mu}\frac{\partial\chi_\mu}{\partial R_a}.
$$

The second part is the change of the orbital when the basis functions carry it along at frozen coefficients. Let $\hat H$ be the mean-field operator in the full function space. The stationarity argument now gives, for every basis function,

$$
\langle\chi_\mu|(\hat H-\varepsilon_n)\psi_n\rangle=0. \tag{5}
$$

The residual $(\hat H-\varepsilon_n)\psi_n$ is thus orthogonal to the basis, but it need not be zero. The energy changes explicitly and through the orbitals:

$$
\frac{dE}{dR_a}=\frac{\partial E}{\partial R_a}\bigg|_\psi
+f\sum_n2\,{\rm Re}\left\langle\frac{d\psi_n}{dR_a}\bigg|\hat H\psi_n\right\rangle .
$$

Normalization gives $2\,{\rm Re}\langle d\psi_n/dR_a|\psi_n\rangle=0$. We may therefore subtract $\varepsilon_n$ times this zero and replace $\hat H$ by $\hat H-\varepsilon_n$. By (5), the part of $d\psi_n/dR_a$ that contains $dc_{n\mu}/dR_a$ drops out. What remains is the Pulay force,

$$
F_a^{\rm Pulay}=-2f\sum_n{\rm Re}\,\langle\psi_n^\partial|(\hat H-\varepsilon_n)\psi_n\rangle . \tag{6}
$$

It is an inner product of two factors, and it vanishes if either is zero. It also vanishes if both are nonzero but orthogonal. By (5) this happens when $\psi_n^\partial$ lies in the span of the basis. The sum is likewise zero when the centres of the basis functions have been optimized, because (6) is minus the slope of the energy with respect to those centres at fixed atoms. In a complete basis the residual is zero. In a plane-wave basis $\partial\chi_\mu/\partial R_a=0$, so $\psi_n^\partial=0$, however large the residual may be. A bead on a frictionless wire behaves similarly. The wire exerts a force on the bead, but a wire at rest does no work; a moving wire can. The residual plays the part of the constraint force, and $\psi_n^\partial$ that of the motion of the wire.

The model used for numbers has a cell of 6 Å, atoms at 2.0 and 3.3 Å, and four electrons in two orbitals at the wave number $k=\pi/2L=0.262$ Å$^{-1}$. The atoms carry Gaussian wells of depth 60 and 40 eV and widths 0.4 and 0.5 Å; a width $\sigma$ means the form $e^{-x^2/2\sigma^2}$. Each atom also has a nonlocal term $D|\beta\rangle\langle\beta|$, where $\beta$ is a normalized Gaussian of width 0.4 Å and $D$ is 5 and 3 eV. The electrons repel through a Gaussian of height 6 eV and width 0.6 Å, and the ions through one of height 30 eV and the same width. A further term $-\frac g3\int n^3dx$ with $g=1$ eV Å$^2$ makes the mean field nonlinear in the density. These are round model parameters, not those of a material.

With the seven waves $|m|\le3$, the ion–ion part of the force on atom 1 is $-10.360$ eV/Å, which pushes it away from atom 2. The electronic part of (4) is $+27.126$ eV/Å. The total is

$$
F_1=27.126-10.360=16.766\ \text{eV/Å},
$$

or 0.32604 hartree/bohr. For an independent value, the atom is displaced by $\pm s$ and $\pm2s$ with $s=0.002$ Å, the self-consistent problem is solved afresh each time, and

$$
F_1\approx-\frac{E(-2s)-8E(-s)+8E(s)-E(2s)}{12s}
$$

is formed from the four energies. The result agrees with the formula to all seven printed decimals. The same comparison for other sets gives the following forces on atom 1. The last column is the larger norm of the two orbital residuals, measured in a space of 41 plane waves.

| Waves | Energy (eV) | Force (eV/Å) | Residual (eV) |
|---|---:|---:|---:|
| $\lvert m\rvert\le2$ | −89.97 | 8.33 | 10.7 |
| $\lvert m\rvert\le3$ | −95.79 | 16.77 | 9.8 |
| $\lvert m\rvert\le4$ | −97.38 | 15.06 | 7.6 |
| $\lvert m\rvert\le6$ | −98.70 | 12.85 | 3.1 |
| $\lvert m\rvert\le20$ | −98.85 | 12.99 | – |
| $-4,-1,0,1,3$ | −69.23 | −8.80 | 13.9 |

No residual is listed for $|m|\le20$, because that set is itself the space in which residuals are measured. Over all six sets and both atoms, the largest difference between formula and finite differences is $2.3\times10^{-9}$ eV/Å. The numerical check asserts this agreement within $10^{-6}$ eV/Å.

The table also shows what the theorem does not promise. Five waves give an energy 8.88 eV above that of 41 waves and a force 4.66 eV/Å below it. The set with gaps even gives a force of the opposite sign. Each of these forces is the slope of its own energy curve, but a poor basis has a poor energy curve. The absence of a Pulay force means consistency between energy and force, not accuracy of either. Nor does the force approach its limit from one side. The energy falls through the first five rows because each set contains the one before it, and a minimum over a larger set cannot be higher. No such argument holds for a slope.

The two sources of energy change can be separated. With the seven-wave coefficients frozen and atom 1 moved in the potential, finite differences again give 16.766 eV/Å. Conversely, keep the atoms in place and insert coefficients that were converged with atom 1 displaced. The energy rises by 0.03969 eV for a displacement of 0.02 Å and by 0.00992 eV for 0.01 Å, each averaged over the two directions. The ratio is 3.999, as expected for a quadratic rise. Averaging over the two directions cancels any term linear in the displacement, so this ratio shows the second-order cost of displaced coefficients, not the absence of a slope. The zero slope follows from the first comparison: the force at frozen coefficients and the force from reconverged energies agree to all seven printed decimals, and their difference is the contribution of the coefficients.

The Gaussian basis tests the cause. It has two functions on each atom, of widths 0.35 and 0.70 Å. Its energy is −97.91 eV, lower than that of nine plane waves, and its residual of 3.19 eV is smaller than theirs. Yet it has a large Pulay force. For atom 1, the Hellmann–Feynman part and expression (6) add up to

$$
4.199+5.162=9.361\ \text{eV/Å},
$$

which agrees with finite differences of the energy when the functions follow the atoms. If the same four functions are instead held fixed in space while the atoms move, finite differences give 4.199 eV/Å, the Hellmann–Feynman part alone. The orbitals at the starting geometry and their residual are the same in both cases. The difference lies in whether the basis moves, so for these four functions it is holding them fixed, not completeness, that removes the Pulay force.

Plane waves have a further property that the fixed Gaussians lack. Shift all atoms by $t$ and replace $c_{nG}$ by $e^{-iGt}c_{nG}$. The new orbital is

$$
\frac1{\sqrt L}\sum_{G\in B} c_{nG}\,e^{-iGt}e^{i(k+G)x}=e^{ikt}\psi_n(x-t),
$$

the old one moved by $t$, up to a constant phase, and it uses the same waves. If $\Phi$ does not change when the density is shifted, the minimum energy does not change either. Differentiation with respect to $t$ gives $\sum_aF_a=0$, for any set $B$. In the example the two plane-wave forces cancel to within $3\times10^{-11}$ eV/Å. For the fixed Gaussians the forces sum to −0.63 eV/Å: they have no Pulay part, but a basis pinned in space distinguishes one place from another. Zero Pulay force and zero total force are therefore separate properties.

The conditions of the proof show where (3) fails. The first is convergence of the coefficients. Rotate an occupied orbital $c_n$ by a small angle $\theta$ towards an empty eigenvector $c_e$ of $H$, so that $c_n'=\cos\theta\,c_n+\sin\theta\,c_e$. The first-order energy change is $2f\theta\,{\rm Re}\,c_e^\dagger Hc_n=2f\theta\varepsilon_n\,{\rm Re}\,c_e^\dagger c_n=0$. The energy error therefore starts at order $\theta^2$. The force (4) changes by

$$
-2f\theta\,{\rm Re}\,c_e^\dagger\frac{\partial V}{\partial R_a}c_n ,
$$

which is in general not zero. In the seven-wave example, with the upper occupied and the lowest empty orbital and their relative phase chosen to make this matrix element real and positive, $\theta=0.01$ gives errors of 0.0030 eV and −0.155 eV/Å relative to the converged values. Halving $\theta$ divides the energy error by 4.00 and the force error by 2.00. An energy that looks converged can thus come with a force that is not, and forces call for tighter self-consistency than energies do.

The second condition is that orthonormality contains no positions. Some pseudopotential methods, among them the ultrasoft kind, use plane waves but require $c_m^\dagger S(R)c_n=\delta_{mn}$, with $Hc_n=\varepsilon_nSc_n$. Differentiating the normalization gives

$$
2\,{\rm Re}\left(\frac{dc_n^\dagger}{dR_a}Sc_n\right)=-c_n^\dagger\frac{\partial S}{\partial R_a}c_n .
$$

The coefficient term in $dE/dR_a$ is then $-f\sum_n\varepsilon_nc_n^\dagger(\partial S/\partial R_a)c_n$, and the force gains the same expression with a plus sign. This term can be evaluated without knowing how the coefficients respond. If the rule that builds the density from the coefficients also contains $R$, its derivative at frozen $C$ belongs to the explicit part of the force.

The third condition is fixed occupations. If they vary with the positions, as in a metal treated with smeared occupations, the chain rule has additional terms. They vanish if the quantity being differentiated is a free energy that is stationary in the occupations as well, at fixed electron number, for the same reason that the coefficient term vanished.

The last condition is a fixed cell. Since $G=2\pi m/L$, stretching the cell changes the plane waves themselves. If the set of integers $m$, the product $kL$ and the fractional atomic positions are held fixed, orthonormality still reads $c_m^\dagger c_n=\delta_{mn}$, and the proof of (3) gives $dE/dL=\partial E/\partial L|_C$, where $T$, $V$, $\Phi$ and $E_{\rm ion}$ now all depend explicitly on $L$. But the largest kinetic energy in $B$ then scales as $1/L^2$, so the resolution of the basis changes with the cell. If instead $B$ is defined by a fixed cutoff, waves enter or leave it as $L$ changes, and the requirement that $B$ stay the same is violated. Starting from the same set of waves, the two prescriptions give the same curve $E(L)$ until a wave enters or leaves, and the derivative at frozen coefficients is the slope of both. When a wave enters or leaves, the energy at fixed cutoff in general jumps if the basis is incomplete, and the derivative at frozen coefficients does not contain this jump.

## Table of computed values

```
Cell length 6.0 A; atoms at 2.0, 3.3 A
Well depths 60, 40 eV; widths 0.4, 0.5 A
Projector strengths 5, 3 eV; width 0.4 A
Electron repulsion 6 eV; width 0.6 A
Cubic density coefficient 1.0 eV A^2
Ion repulsion 30 eV; width 0.6 A
k-point 0.261799 1/A; electrons 4
Finite-difference step 0.002 A
Largest ionic matrix-element error 4.6e-14 eV
Plane-wave sets; forces are on atom 1; m numbers G = 2 pi m/L
|m|<=2: 5 waves, largest kinetic energy 21.15 eV
  energy -89.965042 eV, gap 14.197 eV
  formula 8.3272762, differences 8.3272762 eV/A
  largest orbital residual in 41-wave space 1.069e+01 eV
|m|<=3: 7 waves, largest kinetic energy 44.13 eV
  energy -95.787417 eV, gap 14.219 eV
  formula 16.7658434, differences 16.7658434 eV/A
  largest orbital residual in 41-wave space 9.755e+00 eV
|m|<=4: 9 waves, largest kinetic energy 75.47 eV
  energy -97.375138 eV, gap 13.985 eV
  formula 15.0553840, differences 15.0553840 eV/A
  largest orbital residual in 41-wave space 7.586e+00 eV
|m|<=6: 13 waves, largest kinetic energy 163.21 eV
  energy -98.699064 eV, gap 14.160 eV
  formula 12.8457133, differences 12.8457133 eV/A
  largest orbital residual in 41-wave space 3.095e+00 eV
|m|<=20: 41 waves, largest kinetic energy 1713.29 eV
  energy -98.847986 eV, gap 14.165 eV
  formula 12.9883003, differences 12.9883003 eV/A
  largest orbital residual in 41-wave space 6.027e-13 eV
gappy: 5 waves, largest kinetic energy 58.75 eV
  energy -69.228423 eV, gap 8.944 eV
  formula -8.7997176, differences -8.7997176 eV/A
  largest orbital residual in 41-wave space 1.392e+01 eV
Largest formula-difference mismatch 2.3e-09 eV/A
Largest sum of the two plane-wave forces 2.7e-11 eV/A
5 waves minus 41 waves: energy 8.8829 eV, force -4.6610 eV/A
7 waves, electronic force on atom 1: 27.126242 eV/A
7 waves, ion-ion force on atom 1: -10.360398 eV/A
7 waves, total force on atom 1: 0.32604374 hartree/bohr
7 waves, frozen-coefficient difference force: 16.7658434 eV/A
Energy rise from coefficients of atom 1 moved 0.02 A: 3.968671e-02 eV
Same for 0.01 A: 9.924698e-03 eV; ratio 3.9988
Rotation 0.010 rad: energy error 3.0156e-03 eV, force error -1.5541e-01 eV/A
Rotation 0.005 rad: energy error 7.5377e-04 eV, force error -7.7528e-02 eV/A
Error ratios on halving: energy 4.0007, force 2.0045
Gaussian orbital widths 0.35, 0.70 A; energy -97.912624 eV
Gaussians, largest orbital residual 3.189 eV
Gaussians, Hellmann-Feynman force on atom 1: 4.198989 eV/A
Gaussians, Pulay formula on atom 1: 5.162320 eV/A
Following Gaussians, difference force: 9.361309 eV/A
Fixed Gaussians, difference force: 4.198989 eV/A
Fixed Gaussians, sum of forces on both atoms: -0.625113 eV/A
```
